# The Orbital Transformation Method and Its Analytic Gradient, part 2

An energy \(E(c)\) is to be minimized over \(m\) real orthonormal orbitals, the columns of the \(n\times m\) matrix \(c\), in a nonorthogonal basis with overlap matrix \(S\), so \(c^TSc=1\). Here 1 is the unit matrix of the required size. Hartree atomic units are used, and angles are in radians.

The reference \(c_0\) is fixed, with \(c_0^TSc_0=1\). The variable \(x\), also \(n\times m\), is admissible if \(x^TSc_0=0\). Part (a) gave

\[
c(x)=c_0\cos U+x\,U^{-1}\sin U,\qquad U^2=W=x^TSx ,
\]

with \(U\ge0\), \(\operatorname{sinc}U=U^{-1}\sin U\) and \(\operatorname{sinc}0=1\). The eigenvalues \(u_i\) of \(U\) are the angles.

Part (b) showed that, while all angles are below \(\pi/2\), \(x\) and the occupied subspace determine each other uniquely and smoothly. From given orbitals \(c\),

\[
y=c\,(c_0^TSc)^{-1}-c_0,\qquad V^2=y^TSy,\qquad x=y\,V^{-1}\arctan V ,
\]

with \(V\ge0\). There are \(m(n-m)\) independent variables. Part (c) showed that a direction of change in the subspace can be lost to first order when two angles equal \(\pi/2\).

Part (d) gave, with \(W=R\,\mathrm{diag}(u^2)R^T\),

\[
d\cos U=R(D^f\circ B)R^T,\quad
d\operatorname{sinc}U=R(D^g\circ B)R^T,\quad B=R^TdW\,R ,
\]

where \(\circ\) multiplies element by element. The symmetric matrices \(D^f\) and \(D^g\) hold the divided differences of \(\cos u\) and \(\operatorname{sinc}u\) with respect to \(w=u^2\), which become derivatives for equal eigenvalues. They were put in a form that avoids subtracting nearly equal function values.

**(e) The derivative of the energy.** *Let \(G_{\mu i}=\partial E/\partial c_{\mu i}\) be known. Find the matrix \(g\) for which \(dE=\mathrm{tr}(g^Tdx)\). Check the answer for one orbital.*

**Solution.** The first-order change of the energy is \(dE=\mathrm{tr}(G^Tdc)\). The product rule gives three contributions to \(dc\):

\[
dc=dx\operatorname{sinc}U+c_0\,d\cos U+x\,d\operatorname{sinc}U .
\]

For the first, cyclic permutation in the trace and the symmetry of \(\operatorname{sinc}U\) give

\[
\mathrm{tr}(G^Tdx\operatorname{sinc}U)
=\mathrm{tr}\!\left[(G\operatorname{sinc}U)^Tdx\right] .
\]

For the second, let \(a=R^TG^Tc_0R\). Then

\[
\mathrm{tr}(G^Tc_0\,d\cos U)=\mathrm{tr}[a(D^f\circ B)]
=\sum_{ij}a_{ij}D^f_{ji}B_{ji} .
\]

Since \(D^f\) is symmetric, this equals \(\mathrm{tr}[(D^f\circ a)B]\). The third contribution has the same form, with \(D^f\) replaced by \(D^g\) and \(c_0\) by \(x\). Inserting \(B=R^TdW\,R\) combines the last two contributions into \(\mathrm{tr}(K\,dW)\), where

\[
K=R\left[D^f\circ(R^TG^Tc_0R)+D^g\circ(R^TG^TxR)\right]R^T .
\]

It remains to express \(dW\) through \(dx\). From \(W=x^TSx\),

\[
dW=dx^TSx+x^TS\,dx .
\]

A trace is unchanged by transposition, so

\[
\mathrm{tr}(K\,dx^TSx)=\mathrm{tr}(x^TS\,dx\,K^T)=\mathrm{tr}(K^Tx^TS\,dx) .
\]

The other part is \(\mathrm{tr}(Kx^TS\,dx)\). Their sum is

\[
\mathrm{tr}(K\,dW)=\mathrm{tr}[(K+K^T)x^TS\,dx]
=\mathrm{tr}\{[Sx(K+K^T)]^Tdx\} .
\]

The gradient before the constraint is applied is therefore

\[
\boxed{\,g=G\operatorname{sinc}U+Sx(K+K^T)\, } .
\]

The first term accounts for the explicit factor \(x\) in \(c(x)\). The second accounts for the dependence of \(U\) on \(x\). At \(x=0\) it vanishes and \(g=G\).

For one orbital, put \(x=uq\) with \(q^TSq=1\), and change only the angle, so \(dx=q\,du\). The divided differences are now derivatives with respect to \(w=u^2\):

\[
D^f=-\frac{\sin u}{2u},\qquad
D^g=\frac{\cos u-\operatorname{sinc}u}{2u^2} .
\]

Since \(q^TSx=u\), the boxed formula gives

\[
\begin{aligned}
\frac{dE}{du}&=q^TG\operatorname{sinc}u+2u\left(D^fG^Tc_0+uD^gG^Tq\right)\\
&=-\sin u\,G^Tc_0+\cos u\,G^Tq .
\end{aligned}
\]

The terms in \(\operatorname{sinc}u\) have cancelled. The result is the direct derivative of \(E\) along \(c=c_0\cos u+q\sin u\), as required.

The formula was tested against finite differences of energies, with the orbitals obtained from the full \(n\times n\) exponential. The test includes equal eigenvalues, zero eigenvalues and an energy that changes when occupied orbitals are mixed. In one Hartree–Fock case, the analytic and numerical slopes are both \(-0.6765\) Ha/rad. Without the \(K\) term the slope is \(-2.0594\) Ha/rad, so that term contributes \(-0.6765+2.0594=1.3829\) Ha/rad.

### (f) Keeping the linear constraint

*Remove from \(g\) the part that no admissible change can detect. Then construct descent directions that preserve the constraint for any symmetric positive definite preconditioner \(M\).*

**Solution.** The reference is held fixed, so an admissible change satisfies \(c_0^TS\,dx=0\). Define the projector

\[
\Pi=1-c_0c_0^TS,\qquad c_0^TS\Pi=c_0^TS-c_0^TS=0 .
\]

For admissible \(dx\), \(\Pi dx=dx\). Therefore

\[
dE=\mathrm{tr}(g^T\Pi dx)=\mathrm{tr}(g_t^Tdx),\qquad
g_t=\Pi^Tg=(1-Sc_0c_0^T)g .
\]

If \(dE=0\) for all admissible changes, choose \(dx=\Pi v\) with arbitrary \(v\). Then \(\mathrm{tr}(g_t^Tv)=0\) for every \(v\), so \(g_t=0\). This is the correct condition for a constrained stationary point.

The matrix \(g_t\) satisfies \(c_0^Tg_t=0\), whereas a step must satisfy \(c_0^TSd=0\). In a nonorthogonal basis these conditions differ, and \(-g_t\) is in general not a permitted step. A permitted choice is

\[
d=-\Pi M^{-1}\Pi^Tg=-\Pi M^{-1}g_t .
\]

It is admissible because \(c_0^TS\Pi=0\). Its slope is

\[
\mathrm{tr}(g^Td)=-\mathrm{tr}(g_t^TM^{-1}g_t) ,
\]

which is negative unless \(g_t=0\). With \(M=S\), the relation \(\Pi S^{-1}=S^{-1}-c_0c_0^T=S^{-1}\Pi^T\) reduces the direction to \(d=-S^{-1}g_t\).

Conjugate gradients add a multiple of the previous direction to the new one. Both belong to the same linear space, so their sum is admissible. In exact arithmetic no step requires the orbitals to be orthonormalized again.

A basis-independent measure of the remaining slope is

\[
\rho=\sqrt{\mathrm{tr}(g_t^TS^{-1}g_t)} .
\]

By the Cauchy–Schwarz inequality, this is the steepest slope among admissible directions of unit length, where length is defined by \(\mathrm{tr}(d^TSd)=1\).

### (g) The Hartree–Fock stationary condition

*Find \(G\) for closed-shell Hartree–Fock theory. Show that a stationary \(x\) with all angles below \(\pi/2\) solves the usual self-consistent orbital equations.*

**Solution.** Let \(P=cc^T\) be the density matrix of one spin, and \(h\) the matrix of the kinetic energy and external potential. Let \(J[P]\) and \(X[P]\) be the Coulomb and exchange matrices made from \(P\). Apart from a constant nuclear or well repulsion, the energy and Fock matrix are

\[
E=2\,\mathrm{tr}(Ph)+\mathrm{tr}\{P(2J[P]-X[P])\},\quad
F=h+2J[P]-X[P] .
\]

The quadratic term has two factors of \(P\). By the permutation symmetry of the real two-electron integrals, varying either factor gives the same result. Hence

\[
dE=2\,\mathrm{tr}(h\,dP)+2\,\mathrm{tr}\{(2J[P]-X[P])dP\}
=2\,\mathrm{tr}(F\,dP) .
\]

With \(dP=dc\,c^T+c\,dc^T\), the two parts have equal traces because \(F\) is symmetric. Thus

\[
dE=4\,\mathrm{tr}(c^TF\,dc),\qquad G=4Fc .
\]

Below \(\pi/2\), part (b) ensures that every first-order change of the subspace comes from an admissible \(dx\). Thus \(g_t=0\) implies that the energy is stationary against all such changes. Represent one by \(dc=(1-cc^TS)v\), with \(v\) arbitrary. Then

\[
0=4\,\mathrm{tr}\{c^TF(1-cc^TS)v\}
\quad\Longrightarrow\quad
(1-Scc^T)Fc=0 ,
\]

or

\[
Fc=Sc\,(c^TFc) .
\]

Diagonalizing the symmetric \(m\times m\) matrix \(c^TFc=O\varepsilon O^T\) and setting \(\bar c=cO\) gives \(F\bar c=S\bar c\,\varepsilon\). These are the Roothaan equations. Stationarity alone does not show that the solution is a minimum, or that the \(m\) lowest levels are occupied.

### (h) Why the kinetic energy belongs in the preconditioner

*Near \(x=0\), keep \(F\) fixed and find the second derivative of \(2\,\mathrm{tr}(c^TFc)\) along an admissible direction \(d\). Use it to motivate a preconditioner for large bases.*

**Solution.** The factor 2 gives this frozen functional the correct first derivative, \(4Fc\). Put \(x=\tau d\). Expansion of the two matrix functions gives

\[
c(\tau d)=c_0+\tau d-\frac{\tau^2}{2}c_0(d^TSd)+O(\tau^3) .
\]

The second-order part of \(2\,\mathrm{tr}(c^TFc)\) comes from two factors of \(d\), or from one factor \(c_0\) and the last term. The latter occurs twice, with equal traces. Its coefficient is

\[
2\,\mathrm{tr}(d^TFd)-2\,\mathrm{tr}(d^TSd\,c_0^TFc_0) .
\]

The second derivative is twice this coefficient:

\[
H_F(d)=4\,\mathrm{tr}(d^TFd-d^TSd\,c_0^TFc_0) .
\]

If the reference and empty orbitals are eigenvectors of \(F\), a unit-length change from occupied orbital \(i\) into empty orbital \(a\) has curvature \(4(\varepsilon_a-\varepsilon_i)\). A small gap therefore makes this frozen curvature small. The formula omits the response of the Coulomb and exchange matrices. That response remains present in the actual energy and gradient.

A basis that resolves finer detail contains directions of larger kinetic energy. If \(T\) is the kinetic matrix, \(F-T\) contains the potentials, which are bounded in the model below. At sufficiently large kinetic energy, \(T\) therefore dominates the curvature. With the metric \(S\) alone, the ratio of largest to smallest curvature grows as the basis is refined. This suggests

\[
M=T+\sigma S,\qquad \sigma>0 .
\]

For a unit-length direction with kinetic energy \(t\), bounded potential contribution \(v\) and occupied energy \(\varepsilon\), the scaled curvature is \(4(t+v-\varepsilon)/(t+\sigma)\), which tends to 4 for large \(t\). The positive shift keeps the inverse finite at small kinetic energy. This argument concerns the frozen Fock matrix near the reference. It is not a proof of the iteration count for the full nonlinear problem.

### (i) A self-consistent model in two bases

*Apply the method to eight electrons in four wells, and compare it with repeated diagonalization. What does refinement of the basis do to the iteration count and to the cost of a step?*

**Solution.** The model is one-dimensional. Wells of charge 2 lie at \(\pm1.5\) and \(\pm4.5\) bohr. With distances \(r\) in bohr, the electron–well and electron–electron energies are \(-2/\sqrt{r^2+1}\) and \(1/\sqrt{r^2+1}\) Ha. Eight electrons fill \(m=4\) orbitals. The initial orbitals are Gaussians, one for each well, projected onto the basis and orthonormalized. All energies below are electronic and omit the constant repulsion between wells.

In both bases the Gaussians \(\exp[-\alpha(r-r_\mu)^2]\) have equally spaced centres \(r_\mu\) from \(-9\) to \(9\) bohr. The coarse basis has \(n=25\) Gaussians with \(\alpha=1\) bohr\(^{-2}\) at a spacing of 0.75 bohr, and the fine one has \(n=49\) narrower Gaussians with \(\alpha=4\) bohr\(^{-2}\) at half the spacing. The numbers of free variables are

\[
4(25-4)=84,\qquad 4(49-4)=180 .
\]

Preconditioned conjugate gradients start at \(x=0\) and stop when \(\rho<10^{-7}\) Ha. The kinetic preconditioner uses \(\sigma=1\) Ha.

| Basis | Final energy (Ha) | Iterations, \(M=S\) | Iterations, \(M=T+\sigma S\) |
|---|---:|---:|---:|
| coarse | −14.25570 | 34 | 13 |
| fine | −14.25522 | 67 | 13 |

In the fine basis the starting energy is −12.70841 Ha. The minimization lowers it by

\[
-12.70841-(-14.25522)=1.54681\ \text{Ha} .
\]

Direct minimization and damped diagonalization agree to the printed \(10^{-8}\) Ha in each basis. The comparison extends to \(x\) itself: part (b) converts the orbitals from diagonalization into a unique \(x\), which differs from the one obtained with the kinetic preconditioner by less than \(10^{-8}\) in the norm \(\sqrt{\mathrm{tr}(\Delta x^TS\Delta x)}\). The largest final angle in the fine basis is 0.406 rad, well below \(\pi/2\). The final constraint error is about \(2\times10^{-16}\), and the orthonormality error about \(10^{-15}\), without any orthonormalization during the minimization.

The fine-basis energy is higher by \(14.25570-14.25522=0.00048\) Ha. This does not violate the variational principle, because the space spanned by the coarse basis is not contained in that of the fine basis. The missing part lies at the edges: the narrower Gaussians reproduce the coarse functions in the interior very accurately, but they do not reach as far beyond \(\pm9\) bohr, where the orbitals still have tails. With centres extended to \(\pm12\) bohr the energies become −14.25586 Ha (coarse) and −14.25592 Ha (fine), in the expected order. Neither tabulated energy is converged to the digits shown: the basis-set limit of the model is about −14.25593 Ha, which is 0.0002 Ha below the coarse value and 0.0007 Ha below the fine one.

Refinement nearly doubles the count for \(M=S\), from 34 to 67, while the kinetic preconditioner needs 13 iterations in both bases. This agrees with the argument in part (h), but two bases do not establish a general law.

Near a regular minimum, the gradient is linear in the displacement and the energy error is quadratic. The latter should therefore scale roughly as \(\rho^2\). Between iterations 4 and 8 in the fine basis with the kinetic preconditioner,

\[
\left(\frac{5.01\times10^{-5}}{2.17\times10^{-2}}\right)^2
\approx5.3\times10^{-6},\qquad
\frac{1.96\times10^{-10}}{3.14\times10^{-5}}
\approx6.2\times10^{-6} .
\]

The first ratio is that of the squared residuals, and the second is that of the energy errors. They are of similar size, as expected.

For the transformation and its gradient, only \(m\times m\) matrices are diagonalized, at a cost of order \(m^3\). Dense products such as \(G^Tc_0\) and \(xR\) cost order \(nm^2\). Applying a dense \(S\) to \(x\) costs order \(n^2m\), and less if \(S\) is sparse. Constructing \(F\) and applying the preconditioner are separate costs. The stopping measure \(\rho\) also requires \(S^{-1}\). Dense factorizations of \(M\) and \(S\), as used in this small example, cost order \(n^3\) once each. In a large basis, the advantage therefore also depends on economical ways to apply \(M^{-1}\) and to measure convergence.

## Computed values

```
well charge 2.0 e; positions [-4.5 -1.5  1.5  4.5] bohr
occupied orbitals m = 4; electrons = 8
coarse basis: n = 25, free variables m(n-m) = 84, cond(S) = 2502
fine basis: n = 49, free variables m(n-m) = 180, cond(S) = 3020
near-degenerate u = 0.9, gap 1e-10 rad: Df = -0.43518162, Dg = -0.15355140
relative error: stable 2.2e-16, naive Df 3.0e-07
generic u = [0.4, 0.9, 1.3, 2.0] rad: orthonormality error 1.6e-15, gradient error 1.4e-10
  one HF slope: analytic -0.67650522, finite difference -0.67650522 Ha/rad
  same slope without the K term: -2.05936710 Ha/rad
  orthonormality error for x + 0.1 c0: 0.1169
degenerate u = [0.8, 0.8, 0.8, 0.8] rad: orthonormality error 1.5e-15, gradient error 2.7e-11
rank-deficient u = [0.0, 0.0, 0.6, 1.1] rad: orthonormality error 1.6e-15, gradient error 4.1e-11
n=7, m=2, u = [0.7 1.2] rad: independent directions 10 of 10
n=7, m=2, u = [1.5708 1.5708] rad: independent directions 9 of 10
frozen-Fock curvature: numerical 16.571362, formula 16.571362 Ha/rad^2
kinetic preconditioner M = T + sigma S, sigma = 1.0 Ha
stopping residual sqrt(tr g^T S^-1 g) = 1e-7 Ha
coarse: E start -12.70840841, E direct -14.25569942, E diagonalization -14.25569942 Ha
  orbital gap 0.67085 Ha; final u = [0.3529  0.3573  0.39031 0.40677] rad
  S-norm difference in x 5.8e-09; constraint 2.0e-16; orthonormality 1.3e-15
  iterations: overlap metric 34, kinetic 13
fine: E start -12.70840840, E direct -14.25521968, E diagonalization -14.25521968 Ha
  orbital gap 0.71044 Ha; final u = [0.35181 0.35726 0.38958 0.40598] rad
  S-norm difference in x 3.2e-09; constraint 2.1e-16; orthonormality 8.9e-16
  iterations: overlap metric 67, kinetic 13
fine basis, kinetic preconditioner:
  iteration 0: E - E_ref = 1.547e+00 Ha, residual 4.668e+00 Ha
  iteration 1: E - E_ref = 1.608e-01 Ha, residual 1.168e+00 Ha
  iteration 2: E - E_ref = 1.462e-02 Ha, residual 4.277e-01 Ha
  iteration 4: E - E_ref = 3.135e-05 Ha, residual 2.172e-02 Ha
  iteration 8: E - E_ref = 1.955e-10 Ha, residual 5.006e-05 Ha
  iteration 12: E - E_ref = 0.000e+00 Ha, residual 1.050e-07 Ha
```
